# Avrami exponents four and three in crystallizing amorphous hafnia films

**Result.** Let crystals appear at random in amorphous hafnia at a constant rate $I$ per untransformed volume and time, and let each grow at constant speed $G$ in all directions. With $X$ the crystalline volume fraction, the local Avrami exponent is

$$n=\frac{d\ln[-\ln(1-X)]}{d\ln t}.$$

In bulk material $n=4$. In a film of thickness $h$ with inert faces, $n\to3$ when $Gt\gg h$. Here spanning means that the largest crystal radius $Gt$ equals $h$, enough for a crystal born at one face to reach the other; one born at mid-depth needs only $h/2$. Spanning falls partway through the change in $n$, not at its end: the depth-averaged extended volume defined below then still has exponent $25/7\approx3.57$. With this constant nucleation rate, an exponent near three fitted between 10 and 90 % crystallinity therefore requires most of that crystallization to happen after spanning. This is the case for $h\ll\ell$, where $\ell=(G/I)^{1/4}$. The condition is necessary but not sufficient: at $h\approx0.6\,\ell$ only 10 % has crystallized at spanning, yet the fit still gives about 3.3. The measured $n$ at spanning is close to $25/7$ only for $h\lesssim\ell$; for $h\gg\ell$ it is near four, with practically nothing amorphous left to measure.

## 1. The simple case: bulk

The temperature is constant, nucleation starts at $t=0$, and a new crystal has negligible size. Growth stops where crystals meet.

Consider a fixed point. A crystal born at time $\tau$ can reach it by time $t$ if its centre lies within $G(t-\tau)$. Another crystal may block the straight path, but the blocker was at the blocking place first and, growing at the same speed, reaches the point no later. The earliest arrival is thus unobstructed, and collisions do not alter when a point crystallizes.

Real nucleation happens only in amorphous material, which makes the events depend on one another. To remove this dependence, add fictitious events at the same rate $I$ inside the crystals. Suppose one occurs at position $\mathbf r_2$, time $t_2$, inside a region reached from $(\mathbf r_1,t_1)$. Then $|\mathbf r_2-\mathbf r_1|\le G(t_2-t_1)$. For any point $\mathbf r$ that the fictitious crystal reaches by time $t$,

$$|\mathbf r-\mathbf r_1|\le|\mathbf r-\mathbf r_2|+|\mathbf r_2-\mathbf r_1|\le G(t-t_2)+G(t_2-t_1)=G(t-t_1).$$

The earlier crystal has already covered it, so the additions change nothing.

All events are now independent. Divide space-time into small cells $dV\,d\tau$. The point is still amorphous if no cell able to reach it holds an event, with probability $\prod(1-I\,dV\,d\tau)\to e^{-E}$. Here $E$ is the expected number of events able to reach the point, also called the extended volume fraction. With age $s=t-\tau$,

$$E_{\rm bulk}=I\int_0^t\frac{4\pi}{3}G^3s^3\,ds=\frac{\pi}{3}IG^3t^4 .$$

Since $1-X=e^{-E}$, we have $-\ln(1-X)=E\propto t^4$ and $n=4$. Three powers come from growth in three directions, and one from the continuing supply of nuclei.

This separation gives a second case at once. If a fixed number $N$ of crystals per volume is present at $t=0$ and no more appear, $E=N(4\pi/3)G^3t^3$ and $n=3$ in the bulk. An exponent of three alone does not prove that crystals have spanned a film.

## 2. A film of any thickness

Let the film occupy $0<z<h$. Its faces neither create crystals nor transmit growth. A straight line between two points of the film stays inside it, so the distance argument still holds. The only change is that the sphere of possible nucleation sites is cut by the faces.

Take a point at distance $a$ from one face. A plane at distance $u$ from the point cuts a ball of radius $r$ in a disc of area $\pi(r^2-u^2)$. The part of the ball on that side of the point, inside the film, has volume

$$v(r,a)=\pi\int_0^{\min(a,r)}(r^2-u^2)\,du .$$

For $r\le a$ this is the half ball $2\pi r^3/3$. For $r>a$ it is $\pi(r^2a-a^3/3)$.

Set $R=Gt$. Integrating over age with $r=Gs$, $ds=dr/G$ gives

$$E(z,t)=\frac IG\,[w(R,z)+w(R,h-z)],\qquad w(R,a)=\int_0^R v(r,a)\,dr .$$

If $R\le a$, then $w=\pi R^4/6$. If $R>a$, the integral splits at $r=a$:

$$w=\frac{\pi a^4}{6}+\pi\left[\frac{a(R^3-a^3)}3-\frac{a^3(R-a)}3\right]
=\pi\left[\frac{aR^3}{3}-\frac{a^3R}{3}+\frac{a^4}{6}\right].$$

The two terms $\mp a^4/3$ in the bracket cancel.

**Limits.** Far from both faces, the two sides add to $\pi R^4/3$, which is the bulk result. At a face with $R\le h$, one side is absent and $E$ is half its bulk value. Integration over nucleus positions instead of ages, done numerically for a 5 nm film at 1, 3 and 12 s, agrees with this $E$ within a relative tolerance of $10^{-6}$.

## 3. The limit of spanning crystals

For $R\ge h$ every point of the film uses the second form of $w$ on both sides. Because $z+(h-z)=h$,

$$E=\frac{\pi IhR^3}{3G}\left[1-\frac{z^3+(h-z)^3}{hR^2}+\frac{z^4+(h-z)^4}{2hR^3}\right].$$

The corrections are at most of relative order $h^2/R^2$. At leading order

$$E=\frac{\pi}{3}IhG^2t^3 .$$

This is the result for discs of area $\pi G^2s^2$ nucleating at rate $Ih$ per film area. Growth normal to the film has nothing left to convert, while two growth directions and the supply of nuclei remain.

The measured quantity is the depth average

$$1-X=\frac1h\int_0^h e^{-E(z,t)}dz .$$

We must check that averaging does not spoil the exponent. Write $L=-\ln(1-X)$. It lies between the smallest and largest $E$ in the film, and

$$\frac{dL}{dR}=\frac{\int e^{-E}\,(\partial E/\partial R)\,dz}{\int e^{-E}dz},\qquad
\frac{\partial E}{\partial R}=\frac{\pi I}{G}\left[hR^2-\frac{z^3+(h-z)^3}{3}\right].$$

The first expression is a weighted mean of $\partial E/\partial R$. Both $E$ and this derivative are uniform in depth up to relative order $h^2/R^2$, so

$$n=\frac{R}{L}\frac{dL}{dR}=3+O(h^2/R^2).$$

## 4. Between the limits

The mean extended volume follows the change in closed form. By symmetry between the faces,

$$\langle E\rangle=\frac{2I}{Gh}\int_0^h w(R,a)\,da .$$

For $R\ge h$,

$$\int_0^h w\,da=\pi\left[\frac{h^2R^3}{6}-\frac{h^4R}{12}+\frac{h^5}{30}\right],$$

and hence

$$\langle E\rangle=\frac{\pi IhR^3}{3G}\left[1-\frac{h^2}{2R^2}+\frac{h^3}{5R^3}\right].$$

For $R\le h$, the range $a<R$ contributes $\pi R^5(1/6-1/12+1/30)=7\pi R^5/60$, and the range $a>R$ contributes $\pi R^4(h-R)/6$. Their sum is $\pi hR^4/6-\pi R^5/20$, so

$$\langle E\rangle=\frac{\pi IR^4}{3G}\left[1-\frac{3R}{10h}\right].$$

At $R=h$ both brackets equal $7/10$. Differentiating the logarithms, with $y=R/h$ and $x=h/R$, gives

$$n_E=\frac{4-\tfrac32y}{1-\tfrac3{10}y}\quad(y\le1),\qquad
n_E=\frac{3-\tfrac12x^2}{1-\tfrac12x^2+\tfrac15x^3}\quad(x\le1).$$

Both give $2.5/0.7=25/7$ at spanning. For small $y$, $n_E\approx4-0.3y$. For small $x$, $n_E\approx3+x^2$. At $Gt=3h$ the full expression gives 3.09, and at $10h$ it gives 3.01.

The exponent $n_E$ belongs to $\langle E\rangle$, while experiment sees $L$. Since the exponential is convex, $\langle e^{-E}\rangle\ge e^{-\langle E\rangle}$, so $L\le\langle E\rangle$. The two agree when $E$ is small everywhere or nearly uniform in depth. Otherwise $n$ must be computed from the depth average of $e^{-E}$, as is done for the numbers below.

## 5. Which exponent is visible?

In every film the exponent starts at four and finally tends to three, but the change may fall where there is nothing to measure. At spanning,

$$\langle E\rangle_{R=h}=\frac{7\pi}{30}\frac{Ih^4}{G}=\frac{7\pi}{30}\left(\frac h\ell\right)^4 .$$

If $h\ll\ell$, this is small: hardly anything has crystallized when the oldest crystals span the film, and the visible transformation has $n$ near three. If $h\gg\ell$, the transformation is nearly complete while crystals are still much smaller than $h$. Faces then affect only a fraction of about $2R/h$ of the depth, and $n$ is near four at any fixed $X$ as $h/\ell$ grows.

Setting $L=\ln2$ in the two limits gives the half-times

$$t_{1/2}^{\rm thin}=\left(\frac{3\ln2}{\pi IhG^2}\right)^{1/3},\qquad
t_{1/2}^{\rm bulk}=\left(\frac{3\ln2}{\pi IG^3}\right)^{1/4}.$$

Real nuclei form only in amorphous material, so the final number per volume is $I\int_0^\infty(1-X)dt$. For $1-X=e^{-ct^m}$, the substitution $q=ct^m$ gives

$$N_{\rm final}=\frac{I}{m\,c^{1/m}}\int_0^\infty q^{1/m-1}e^{-q}dq=I\,c^{-1/m}\,\Gamma(1+1/m).$$

Here $m=3$, $c=\pi IhG^2/3$ in the thin limit, and $m=4$, $c=\pi IG^3/3$ in the bulk.

## 6. Numbers for two films

Take $G=1$ nm/s and $I=10^{-5}$ nm$^{-3}$ s$^{-1}$ for both films, so $\ell=(10^5)^{1/4}=17.8$ nm. Only the thickness differs.

**5 nm.** At spanning $\langle E\rangle=0.0046$, so less than half a percent has crystallized. The limiting half-time is

$$\left(\frac{3\times0.6931}{\pi\times10^{-5}\times5}\right)^{1/3}=23.7\ \text{s},$$

against 23.8 s from the full depth average. At 10 % crystallinity, $t=12.9$ s and $Gt$ is already $2.6h$. A straight-line Avrami fit from 10 to 90 % gives $n=3.05$. The early exponent of four does exist in the equations: at 0.5 s, $n=3.97$. But then $X=6\times10^{-7}$ and $Gt=0.5$ nm, too small for a continuum crystal to mean much.

**1000 nm.** The bulk formula gives

$$\left(\frac{3\times0.6931}{\pi\times10^{-5}}\right)^{1/4}=16.0\ \text{s},$$

against 16.1 s with faces. At 90 % crystallinity $Gt$ is 21.7 nm, about 2 % of the thickness, and the same fit gives $n=3.99$. At $X=0.99$ the local exponent has fallen to 3.91, because the slower material near the faces now forms a larger share of what remains. In the last traces of amorphous material, $1-X\lesssim10^{-5}$, it dips below three (to about 2.8 near 36 s) and then climbs back towards four, all long before spanning, so a low exponent in the tail alone does not show that crystals span the film.

At half crystallization the intermediate films give:

| $h$ (nm) | $Gt/h$ | $n$ |
|---:|---:|---:|
| 5 | 4.76 | 3.04 |
| 10 | 1.95 | 3.20 |
| 20 | 0.87 | 3.63 |
| 50 | 0.33 | 3.85 |
| 100 | 0.16 | 3.92 |

A simulation that rejected every nucleus falling in crystallized material gave average exponents between 0.6 and 1.4 half-times of 3.03, 3.67 and 3.98 for 5, 20 and 1000 nm. The depth-averaged law gives 3.05, 3.65 and 3.99.

The final grain density in the 5 nm film is $2.405\times10^{-4}$ nm$^{-3}$. Multiplying by 5 nm gives about 1200 grains/µm², or an equal-area diameter of 33 nm. On average about 12 grains are then centred in a 100 nm by 100 nm cell of the film; others reach in from outside, so more are present. The law describes the mean over many such cells, not the course of crystallization in one.

## 7. Where the result bends

The following values of $n$ are at half crystallization, with one change made at a time. The unmodified values are 3.04 for 5 nm and 3.99 for 1000 nm.

- **Finite starting radius of 1 nm:** 2.91 and 3.74. This is an estimate, since a fictitious crystal of finite size can protrude from its host.
- **Crystals present at the start, 10 % of the final density:** 2.79 and 3.69. They bring no power of time from nucleation.
- **Clock started 1 s before nucleation:** 3.17 and 4.24. If $t'=t+\delta$ is the recorded time, $d\ln t/d\ln t'=(t+\delta)/t$, which multiplies $n$.
- **Temperature rising by 1 K per half-time:** 3.12 and 4.10, if nucleation and growth share a rough activation energy of 2.5 eV near 723 K.
- **Growth normal to the film at half speed:** 3.14 and nearly unchanged. Stretching the depth coordinate by two turns this into isotropic growth in a film of thickness $2h$ with nucleation rate $I/2$.

Nucleation at the faces is different. At rate $J$ per area on each face, it adds $\pi JG^2t^3/3$ per face when $Gt\gg h$. It therefore keeps the limit of three and replaces $Ih$ by $Ih+2J$. Choosing $J=Ih/2$ for the 5 nm film doubles the total rate and shortens the half-time from 23.8 to 19.1 s, with $n=3.09$.

Crystallization also releases heat. With a rough 0.3 eV per formula unit and no losses, complete crystallization warms a 0.7 mm wafer by 0.005 K for the thin film and 1 K for the thick one. The latter is comparable to the drift considered above. For a rough linear mismatch of 0.017 in both film directions and a biaxial modulus of 300 GPa, the elastic energy per volume is the modulus times the squared mismatch. With 0.035 nm³ per formula unit, this is about 6 % of the released heat. The figure assumes that the whole mismatch is held elastically, at a stress of about 5 GPa, so for these inputs it is an upper estimate. A constant energy penalty would change the values of $G$ and $I$ but not the limiting exponents; one that builds up during crystallization would make both rates vary and alter $n$.

**Comparison with real capacitors.** The 5 nm case is meant to resemble hafnium-zirconium oxide between TiN electrodes, annealed for tens of seconds near 723 K (450 °C). The thickness is realistic for such devices. The values of $G$ and $I$ are round choices that give a half-time and grain size of plausible order, not measured constants. The 1000 nm film is far thicker than a memory capacitor layer and serves as the bulk comparison. The model gives both films the same $G$ and $I$ and treats nuclei as points; in a real film a few nanometres thick, interface energy and a nucleus size not small against $h$ can make both rates depend on thickness, so the comparison isolates the geometric effect only. Real films can contain crystallites from deposition, nucleate at electrodes and start crystallizing during the temperature ramp. Of the changes sized here, the initial crystallites move the thin-film exponent most, by about $-0.25$. To read dimensionality from an exponent, one therefore needs separate evidence on when and where the nuclei formed. The full set of values is in the numerical output below.

## Computed values

```
growth speed G = 1.0 nm/s; nucleation rate I = 1.0e-05 nm^-3 s^-1
length (G/I)^(1/4) = 17.78 nm
exponent of mean extended volume at Gt=h: 3.5714
same at Gt=3h: 3.0934; at Gt=10h: 3.0094
film 5 nm: mean extended volume at Gt=h: 4.581e-03
  half-time 23.82 s; limiting formula 23.66 s
  10% at 12.90 s; 90% at 35.41 s; fitted n = 3.053
  mean extended volume at half-time 0.69317; -ln(1-X) = 0.69315
  local n at X=0.99: 3.012
  grains per volume 2.405e-04 nm^-3
film 1000 nm: mean extended volume at Gt=h: 7.330e+06
  half-time 16.06 s; limiting formula 16.04 s
  10% at 10.02 s; 90% at 21.71 s; fitted n = 3.992
  mean extended volume at half-time 0.69353; -ln(1-X) = 0.69315
  local n at X=0.99: 3.912
  grains per volume 1.596e-04 nm^-3
5 nm film at 0.5 s: n = 3.969, X = 6.35e-07
thickness (nm), half-time (s), Gt/h at half-time, local n there:
       5   23.82   4.7635   3.039
      10   19.49   1.9485   3.204
      20   17.33   0.8666   3.630
      50   16.50   0.3300   3.846
     100   16.26   0.1626   3.922
    1000   16.06   0.0161   3.992
simulated and predicted n between 0.6 and 1.4 half-times:
  5 nm: 3.027 and 3.051
  20 nm: 3.669 and 3.654
  1000 nm: 3.982 and 3.991
5 nm film: 1203 grains/um2, equal-area diameter 32.5 nm
  grains in a 100 nm x 100 nm cell: 12.0
neglected effects, local n at half crystallization:
 5 nm: model 3.039; nucleus radius 1 nm 2.912
  initial crystals, 10% of final density: 2.787
  face nucleation 2.5e-05 nm^-2 s^-1: 3.088, half-time 19.07 s
  normal growth half as fast: 3.138
  clock started 1 s early: 3.167; 1 K upward drift: 3.122
  wafer warming by released heat, no losses: 0.0049 K
 1000 nm: model 3.992; nucleus radius 1 nm 3.744
  initial crystals, 10% of final density: 3.690
  face nucleation 2.5e-05 nm^-2 s^-1: 3.994, half-time 16.05 s
  normal growth half as fast: 3.995
  clock started 1 s early: 4.241; 1 K upward drift: 4.101
  wafer warming by released heat, no losses: 0.9809 K
rough inputs: 723 K, activation 2.5 eV, heat 0.3 eV per 0.035 nm^3
  modulus 300 GPa, strain 0.017, wafer 0.7 mm, 2.0e+06 J/(m^3 K)
strain energy / released heat: 0.063
```
